# Vacuum Polarization with a Proper-Time Cutoff in the Effective Action: test program

```python
"""
Result under test (Euclidean one-loop QED, hbar = c = 1, fermion mass m = 1):
a lower limit s0 = 1/Lambda^2 on proper time in the effective action
    Gamma[A] = 1/2 int_{s0}^inf ds/s exp(-m^2 s) Tr[exp(s Dslash^2) - free]
gives Pi_mn = (k^2 delta_mn - k_m k_n) Pi(k^2), with
    Pi(k^2) = (2 alpha/pi) int_0^1 dx x(1-x) E1(s0 [m^2 + x(1-x) k^2]),
where E1(z) = Gamma(0, z) is the incomplete gamma function.
D = d - i e A; k is the photon momentum; alpha = e^2/(4 pi).
"""
import numpy as np
from scipy.constants import fine_structure as alpha
from scipy.integrate import quad
from scipy.special import exp1, expn

mass = 1.0
nodes, weights = np.polynomial.legendre.leggauss(60)
x_nodes, x_weights = (nodes + 1) / 2, weights / 2
x_bar = x_nodes * (1 - x_nodes)


def polarization(k_squared, s0):
    delta = mass**2 + x_bar * k_squared
    return 2 * alpha / np.pi * np.sum(x_weights * x_bar * exp1(s0 * delta))


def polarization_log(k_squared, s0):
    """Large-cutoff limit: E1(z) replaced by -ln z - Euler gamma."""
    delta = mass**2 + x_bar * k_squared
    bracket = -np.log(s0 * delta) - np.euler_gamma
    return 2 * alpha / np.pi * np.sum(x_weights * x_bar * bracket)


# Hermitian Euclidean gamma matrices
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1.0 + 0j, -1.0])
gamma = np.array([np.kron(s2, s) for s in (s1, s2, s3)]
                 + [np.kron(s1, np.eye(2))])
for a in range(4):
    for b in range(4):
        anti = gamma[a] @ gamma[b] + gamma[b] @ gamma[a]
        assert np.allclose(anti, 2 * (a == b) * np.eye(4))

# --- Test 1: tensor at fixed proper time, unshifted momentum sum ---------
s_fixed = 1.0
k_vec = np.array([0.7, -0.4, 0.9, 0.5])
k2_vec = k_vec @ k_vec
step = 0.6
axis = step * np.arange(-11, 12)
p = np.array(np.meshgrid(axis, axis, axis, axis, indexing="ij")).reshape(4, -1)
p_ext = np.vstack([np.ones(p.shape[1]), p])
p_sq = np.sum(p**2, axis=0)
pk_sq = np.sum((p + k_vec[:, None])**2, axis=0)
k_slash = np.einsum("a,aij->ij", k_vec, gamma)
# vertices are linear in p: entry 0 is the constant, entries 1..4 multiply p
v_in = np.zeros((5, 4, 4, 4), complex)
v_out = np.zeros((5, 4, 4, 4), complex)
for n in range(4):
    v_in[0, n] = k_slash @ gamma[n]
    v_out[0, n] = gamma[n] @ k_slash
    for a in range(4):
        v_in[a + 1, n] = gamma[a] @ gamma[n] + gamma[n] @ gamma[a]
        v_out[a + 1, n] = gamma[a] @ gamma[n] + gamma[n] @ gamma[a]
vertex_trace = np.einsum("amij,bnji->abmn", v_out, v_in)
few_nodes, few_weights = np.polynomial.legendre.leggauss(12)
measure = (step / (2 * np.pi))**4
loop = np.zeros((4, 4), complex)
for t, w in zip((few_nodes + 1) / 2, few_weights / 2):
    gauss = np.exp(-s_fixed * (t * pk_sq + (1 - t) * p_sq)) * measure
    moments = (p_ext * gauss) @ p_ext.T
    loop += w * s_fixed**2 / 2 * np.einsum("ab,abmn->mn", moments, vertex_trace)
heat_density = np.sum(np.exp(-s_fixed * p_sq)) * measure
contact = -4 * s_fixed * heat_density * np.eye(4)
tensor = loop + contact
projector = k2_vec * np.eye(4) - np.outer(k_vec, k_vec)
coefficient = np.sum(x_weights * x_bar
                     * np.exp(-x_bar * s_fixed * k2_vec)) / (2 * np.pi**2)
loop_long = (k_vec @ loop @ k_vec).real / k2_vec
contact_long = (k_vec @ contact @ k_vec) / k2_vec
residual = np.max(np.abs(k_vec @ tensor))
assert abs(loop_long) > 1e-3
assert residual < 1e-9
assert np.max(np.abs(tensor - coefficient * projector)) < 1e-9
measured_coefficient = np.trace(tensor).real / (3 * k2_vec)

print("alpha = %.9f (dimensionless)" % alpha)
print("Fixed proper time s = %.1f / m^2, e^2 factored out" % s_fixed)
print("k components =", k_vec, "m;  k^2 = %.2f m^2" % k2_vec)
print("longitudinal part, two-vertex term = %.8f m^2" % loop_long)
print("longitudinal part, contact term    = %.8f m^2" % contact_long)
print("largest |k_m K_mn| below 1e-9 m^3:", bool(residual < 1e-9))
print("transverse coefficient, momentum sum = %.8f" % measured_coefficient)
print("transverse coefficient, formula      = %.8f" % coefficient)

# --- Test 2: response of the regulated action by diagonalization --------
# e A_2 = a cos(k x_1); -Dslash^2 = p1^2 + (p2 - eA)^2 - spin*eB + p3^2 + p4^2
k_wave = 1.5
harmonics = np.arange(-7, 8)
size = len(harmonics)
raise_one = np.diag(np.ones(size - 1), -1)
cosine = (raise_one + raise_one.T) / 2
sine = (raise_one - raise_one.T) / 2j
bloch = k_wave * (np.arange(8) / 8 - 0.5)
p2_step = 0.2
p2_grid = p2_step * np.arange(-40, 41)


def spectrum(amplitude):
    potential = amplitude * cosine
    magnetic = -amplitude * k_wave * sine
    shifted = p2_grid[:, None, None] * np.eye(size) - potential
    square = shifted @ shifted
    kinetic = np.array([np.diag((q + harmonics * k_wave)**2) for q in bloch])
    return np.array([np.linalg.eigvalsh(kinetic[:, None] + square[None]
                                        - spin * magnetic)
                     for spin in (1, -1)])


def action_density(levels, s0):
    """Integral over s done level by level; p3, p4 give 1/(4 pi s)."""
    total = np.sum(expn(2, s0 * (mass**2 + levels))) / s0
    state_density = p2_step / (2 * np.pi) * k_wave / (2 * np.pi) / len(bloch)
    return total * state_density / (4 * np.pi)


amp = 0.05
levels_0, levels_1, levels_2 = (spectrum(a) for a in (0.0, amp, 2 * amp))
print("Sinusoidal field: k = %.1f m, e*A amplitudes %.2f and %.2f m"
      % (k_wave, amp, 2 * amp))
for s0 in (0.5, 1.0):
    base = action_density(levels_0, s0)
    d1 = action_density(levels_1, s0) - base
    d2 = action_density(levels_2, s0) - base
    quadratic = (16 * d1 - d2) / (12 * amp**2)
    pi_diag = 4 * np.pi * alpha * 4 * quadratic / k_wave**2
    pi_gamma = polarization(k_wave**2, s0)
    pi_log = polarization_log(k_wave**2, s0)
    # tolerance covers the sixth-order field term left by the extrapolation
    assert abs(pi_diag / pi_gamma - 1) < 5e-5
    assert abs(pi_log / pi_gamma - 1) > 0.5
    print("Lambda^2 = %.1f m^2: Pi from diagonalization = %.5e"
          % (1 / s0, pi_diag))
    print("   Pi from gamma formula = %.5e, log limit = %.5e"
          % (pi_gamma, pi_log))

# --- Test 3: same total proper-time cutoff put on the ordinary diagram ---


def diagram_mass_term(s0):
    def integrand(r):
        numerator = 0.0
        for a in range(4):  # four axes average a quadratic form exactly
            prop = -1j * r * gamma[a] + mass * np.eye(4)
            numerator += np.trace(gamma[0] @ prop @ gamma[0] @ prop).real / 4
        c = r**2 + mass**2
        cut_product = np.exp(-s0 * c) * (1 + s0 * c) / c**2
        return r**3 / (8 * np.pi**2) * numerator * cut_product
    upper = 8 / np.sqrt(s0)
    value = quad(integrand, 0, upper, epsabs=1e-11, epsrel=1e-10, limit=200)[0]
    return -4 * np.pi * alpha * value


print("Diagram with cut total proper time: Pi_mn(0) = M2 * delta_mn")
for cutoff in (2.0, 10.0):
    m2_numeric = diagram_mass_term(1 / cutoff**2)
    m2_formula = -alpha / np.pi * cutoff**2 * np.exp(-mass**2 / cutoff**2)
    assert abs(m2_numeric / m2_formula - 1) < 1e-7
    print("Lambda = %4.0f m: M2 quadrature = %.6e m^2, formula = %.6e m^2"
          % (cutoff, m2_numeric, m2_formula))

# --- Worked table and large-cutoff behaviour ----------------------------
k2 = 4.0
finite_part = -2 * alpha / np.pi * quad(
    lambda x: x * (1 - x) * np.log(1 + x * (1 - x) * k2 / mass**2), 0, 1,
    epsabs=1e-14, epsrel=1e-12)[0]
print("Table at k^2 = %.1f m^2 (Pi is dimensionless)" % k2)
for cutoff in (2.0, 10.0, 100.0):
    s0 = 1 / cutoff**2
    pi_k, pi_0 = polarization(k2, s0), polarization(0.0, s0)
    # zero-momentum value from direct proper-time integration, s = exp(t)
    direct = quad(lambda t: np.exp(-mass**2 * np.exp(t)), np.log(s0), 4.0,
                  epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    assert abs(pi_0 - alpha / (3 * np.pi) * direct) < 1e-11
    print("Lambda = %4.0f m: Pi(k^2) = %.6e, log limit = %.6e"
          % (cutoff, pi_k, polarization_log(k2, s0)))
    print("   Pi(0) = %.6e, Pi(k^2)-Pi(0) = %.6e" % (pi_0, pi_k - pi_0))
correction = pi_k - pi_0 - finite_part
predicted = alpha * k2 / (15 * np.pi * cutoff**2)
# next term in the expansion is smaller by a factor of order m^2/Lambda^2
assert abs(correction / predicted - 1) < 1e-3
assert abs(polarization_log(k2, s0) / pi_k - 1) < 1e-4
print("Pi(k^2)-Pi(0) without cutoff = %.6e" % finite_part)
print("cutoff correction at Lambda = %.0f m: %.4e, leading formula %.4e"
      % (cutoff, correction, predicted))
print("PASS")
```

It prints:

```
alpha = 0.007297353 (dimensionless)
Fixed proper time s = 1.0 / m^2, e^2 factored out
k components = [ 0.7 -0.4  0.9  0.5] m;  k^2 = 1.71 m^2
longitudinal part, two-vertex term = 0.02533030 m^2
longitudinal part, contact term    = -0.02533030 m^2
largest |k_m K_mn| below 1e-9 m^3: True
transverse coefficient, momentum sum = 0.00602385
transverse coefficient, formula      = 0.00602385
Sinusoidal field: k = 1.5 m, e*A amplitudes 0.05 and 0.10 m
Lambda^2 = 2.0 m^2: Pi from diagonalization = 2.78517e-04
   Pi from gamma formula = 2.78517e-04, log limit = -1.95040e-04
Lambda^2 = 1.0 m^2: Pi from diagonalization = 8.51704e-05
   Pi from gamma formula = 8.51705e-05, log limit = -7.31725e-04
Diagram with cut total proper time: Pi_mn(0) = M2 * delta_mn
Lambda =    2 m: M2 quadrature = -7.236054e-03 m^2, formula = -7.236054e-03 m^2
Lambda =   10 m: M2 quadrature = -2.299707e-01 m^2, formula = -2.299707e-01 m^2
Table at k^2 = 4.0 m^2 (Pi is dimensionless)
Lambda =    2 m: Pi(k^2) = 4.899555e-04, log limit = 1.775369e-04
   Pi(0) = 8.085600e-04, Pi(k^2)-Pi(0) = -3.186045e-04
Lambda =   10 m: Pi(k^2) = 2.683700e-03, log limit = 2.669826e-03
   Pi(0) = 3.126460e-03, Pi(k^2)-Pi(0) = -4.427609e-04
Lambda =  100 m: Pi(k^2) = 6.235625e-03, log limit = 6.235486e-03
   Pi(0) = 6.684474e-03, Pi(k^2)-Pi(0) = -4.488491e-04
Pi(k^2)-Pi(0) without cutoff = -4.489110e-04
cutoff correction at Lambda = 100 m: 6.1937e-08, leading formula 6.1942e-08
PASS
```
